# Floor potential of an insulating trench under ions of uniform energy

During plasma etching, a trench in an insulating film receives positive ions and electrons in different ways. The ions have been accelerated by the sheath and come almost straight down. The electrons arrive from all directions, and many strike the sidewalls before they reach the floor. The floor therefore collects more positive than negative charge, and since it cannot conduct the surplus away, its potential rises. A positive floor repels ions, and the slowest are the first to be turned back. The question is how high the potential must be for the ions that still land to match the electrons.

## The model

The algebra is in atomic units, so the elementary charge is 1 and a singly charged ion at potential \(V\) has potential energy \(V\). The potential is zero at the trench mouth and \(V\) at the floor.

Ions cross the mouth at normal incidence with flux \(G\). Their kinetic energies \(E\) there are spread uniformly over \(E_1\le E\le E_2\), with \(E_1>0\):

\[
p(E)=\frac1D,\qquad D=E_2-E_1 .
\]

The flux ratio \(r\) is the electron flux absorbed by the floor divided by the ion flux aimed at it, counted before any ion is turned back. The definition matters. If \(r\) counted landed ions instead, zero current would simply require \(r=1\) and would say nothing about \(V\).

The potential \(\phi(z)\) depends only on the depth \(z\), so no force acts sideways. For a positive floor, \(\phi\) nowhere exceeds \(V\); for a floor at or below zero, it nowhere exceeds zero. There are no collisions, no leakage through the film and no net secondary emission. The result to be derived, for \(0<r<1\), is

\[
V^*=E_2-rD=E_1+(1-r)D .
\]

## First derivation: sorting the ions by energy

An ion that enters with energy \(E\) has kinetic energy \(E-\phi(z)\) at depth \(z\). Kinetic energy cannot be negative, so the ion passes every depth if \(E\) exceeds the highest potential on its path. For \(V>0\) that highest value is \(V\), at the floor. Ions with \(E>V\) land and ions with \(E<V\) return to the mouth. The case \(E=V\) has zero weight in a continuous distribution. Neither the ion mass nor the shape of \(\phi\) enters this criterion.

The landed fraction is the part of the distribution above \(V\). For \(E_1\le V\le E_2\),

\[
T(V)=\int_V^{E_2}\frac{dE}{D}=\frac{E_2-V}{D}.
\]

For \(V\le E_1\) every ion lands and \(T=1\). This includes negative \(V\), which attracts ions. For \(V\ge E_2\) none lands and \(T=0\).

In the steady state the floor gains no net charge. The landing ion flux \(GT\) equals the electron flux \(rG\), so

\[
T(V^*)=r .
\]

Since \(0<r<1\), the solution must lie where \(T\) is neither 0 nor 1, which is between \(E_1\) and \(E_2\). There

\[
\frac{E_2-V^*}{D}=r
\quad\Longrightarrow\quad
V^*=E_2-rD .
\]

Substituting \(E_2=E_1+D\) gives the second form, \(V^*=E_1+(1-r)D\). On this interval \(T\) falls strictly with \(V\), so the solution is unique. The rejected fraction is \(1-T(V^*)=1-r\), which is the excess of aimed ions over electrons, in units of \(G\).

The limits show what the balance can and cannot fix. As \(r\to0\), \(V^*\) approaches \(E_2\), because nearly every ion must be stopped. At \(r=0\) any \(V\ge E_2\) gives zero current. As \(r\to1\), \(V^*\) approaches \(E_1\), and at \(r=1\) any \(V\le E_1\) balances. For \(r>1\) there is no solution with \(r\) held fixed, since even the full ion flux is too small. The floor would then charge negatively until it changed the electron flux itself, which lies outside this model.

An ion that lands does so with energy \(E-V^*\). This is uniform between 0 and \(E_2-V^*=rD\), with mean \(rD/2\).

## Second derivation: flow in phase space and charging in time

The second route works at the floor and follows the charge as it builds up. Let \(M\) be the ion mass and \(f(z,v)\) the number of downward-moving ions per unit volume and unit velocity. The equations of motion are

\[
\dot z=v,\qquad \dot v=-\frac{1}{M}\frac{d\phi}{dz}.
\]

The first right-hand side does not depend on \(z\) and the second does not depend on \(v\). The flow in the \((z,v)\) plane therefore has zero divergence and preserves area. Without collisions, the number of ions in a moving patch of this plane is also preserved, so \(f\) is constant along each trajectory.

At the mouth, the ions with velocities in \(dv\) carry the flux \(fv\,dv\). The energy distribution assigns them the flux \(G\,dE/D\). With \(E=Mv^2/2\) we have \(dE=Mv\,dv\), hence

\[
fv\,dv=\frac{G}{D}Mv\,dv
\quad\Longrightarrow\quad
f=\frac{GM}{D}.
\]

A uniform energy distribution of the flux is thus a flat distribution in phase space. It is bounded by the velocities that belong to \(E_1\) and \(E_2\).

Let \(u\) be the velocity at the floor, so that \(Mu^2/2=E-V\). Take \(E_1\le V\le E_2\). Any trajectory with \(0<u<u_{\max}\), where \(u_{\max}^2=2(E_2-V)/M\), can be traced back to the mouth, because its total energy exceeds \(V\) and hence \(\phi\) everywhere. It carries the same \(f\). The ion flux into the floor is

\[
\int_0^{u_{\max}}\frac{GM}{D}\,u\,du
=\frac{GM}{D}\,\frac{u_{\max}^2}{2}
=G\,\frac{E_2-V}{D}.
\]

For \(V<E_1\) the integral starts at \(u_{\min}\), with \(u_{\min}^2=2(E_1-V)/M\). The difference \(u_{\max}^2-u_{\min}^2\) is then \(2D/M\), and the flux is \(G\).

Let \(c\) be the capacitance of the floor per unit area, with the conductor under the film held at the mouth potential. The floor charge per area is \(cV\). Starting from \(V=0\), as long as \(V<E_1\),

\[
c\frac{dV}{dt}=G(1-r).
\]

The potential rises linearly and reaches \(E_1\) at

\[
t_1=\frac{cE_1}{G(1-r)} .
\]

After that,

\[
c\frac{dV}{dt}=G\left(\frac{E_2-V}{D}-r\right)
=-\frac{G}{D}\left[V-(E_2-rD)\right].
\]

The bracket vanishes at \(V^*=E_2-rD\), the same potential as before. The minus sign makes it attracting: the floor charges up when it is below \(V^*\) and discharges when it is above. With \(V(t_1)=E_1\) the solution is

\[
V(t)=V^*-(V^*-E_1)\,e^{-(t-t_1)/\tau},\qquad \tau=\frac{cD}{G}.
\]

A floor that starts above \(E_2\) receives only electrons. It falls linearly to \(E_2\) and then relaxes with the same \(\tau\).

## What each derivation assumes

Both derivations need energy conservation and a path without an interior barrier. They differ in the rest.

The first assumes that a steady state is reached. In return, it needs no capacitance and no history. It also uses \(r\) only at the final potential. If the electron flux depends on \(V\), the balance becomes \(V^*=E_2-r(V^*)D\). This has exactly one solution if \(r(V)\) is continuous, stays between 0 and 1 and does not fall as \(V\) rises; otherwise there may be several or none. The argument carries over to any continuous energy distribution without gaps, for which \(V^*\) is the energy exceeded by a fraction \(r\) of the ions.

The second shows that the steady state is reached, and how fast. For this it needs \(r\) to stay fixed during charging, and \(V\) to change little while an ion is in the trench. If the ion energies vary over the radio-frequency (rf) cycle of the bias, the cycle must also be short compared with \(\tau\), so that the floor responds to the average distribution.

The condition on the path matters. Without space charge, a potential that depends only on depth is linear and has no interior barrier. Charged sidewalls can create one, but they also push ions sideways. To show the effect on the energy balance alone, take the artificial profile \(\phi=V(3s-2s^2)\), where \(s\) is the fraction of the depth. The derivative \(V(3-4s)\) vanishes at \(s=3/4\), where \(\phi=1.125V\). The ions must now clear this barrier, and the landed fraction becomes \((E_2-1.125V)/D\). Zero current fixes the height of the barrier at \(E_2-rD\), and the floor lies below it.

## A worked example

Take \(E_1=20\) eV, \(E_2=70\) eV and \(r=0.4\). The trench is 500 nm wide and 1000 nm deep, and the film under it is 500 nm thick with relative permittivity 4. Then \(D=50\) eV and

\[
V^*=70-0.4\times50=50\ \text{V}=1.8375\ \text{a.u.}
\]

The floor rejects 60% of the ions. The others land with a mean energy of \(0.4\times50/2=10\) eV.

This was tested by integrating Newton's equation for 2000 ions with evenly spaced energies and searching for the floor potential at which 40% of them land. The search gave 49.99 V both for a potential linear in depth and for a quadratic one. The energies were 0.025 eV apart, which accounts for a difference of this size. With the barrier profile above and the floor at 50 V, the barrier is 56.25 V high. The landed fraction was 0.275, in agreement with \((70-56.25)/50\), and too small to balance the electrons.

For the charging time, let the ion flux be \(10^{16}\) per cm² per second, a current density of 1.602 mA/cm². The film capacitance is 7.083 nF/cm², and it is used for \(c\). The capacitance across the open trench is left out; for a uniform field it would add one eighth to \(c\) and to the times below. Fringing fields are also left out, and they matter more, because the floor is as wide as the film is thick. For a lone equipotential strip of this width they raise \(c\) about 2.2 times with vacuum above and about 3 times with the film's permittivity above. The times below scale with \(c\) and are therefore parallel-plate values, short by a factor of this order for an isolated trench; \(V^*\) does not depend on \(c\). In ordinary units \(G\) becomes the current density and \(D\) a voltage:

\[
t_1=\frac{7.083\times10^{-9}\times20}{1.602\times10^{-3}\times0.6}\ \text{s}=0.147\ \text{ms},
\]

\[
\tau=\frac{7.083\times10^{-9}\times50}{1.602\times10^{-3}}\ \text{s}=0.221\ \text{ms}.
\]

The potential is within 1% of \(V^*\), that is within 0.5 V, when \(30\,e^{-(t-t_1)/\tau}=0.5\). This gives \(t=0.147+0.221\ln 60=1.05\) ms. An rf period of 1 µs or less is below 1% of \(\tau\), as the second derivation requires.

## Fluctuations from single charges

The floor charges in steps of one elementary charge. Consider an isolated equipotential patch of capacitance \(C\) at which ions are aimed at the mean rate \(N\). Let \(x=V-V^*\). While \(V\) stays between \(E_1\) and \(E_2\), ions land at the rate \(N(r-x/D)\) and electrons at the rate \(Nr\). Each arrival changes \(x\) by \(\pm1/C\). For independent random arrivals,

\[
\frac{d\langle x^2\rangle}{dt}
=-\frac{2N}{CD}\langle x^2\rangle+\frac{1}{C^2}\left(2Nr-\frac{N\langle x\rangle}{D}\right).
\]

The first term comes from the mean drift, and the second from the squared step times the total arrival rate. In the steady state \(\langle x\rangle=0\), so

\[
\langle x^2\rangle=\frac{rD}{C}.
\]

Take a patch 500 nm square and give it the parallel-plate capacitance of the film. This leaves out fringing fields, which are large for a patch as wide as the film is thick. For such a patch alone on the film surface, with vacuum above, they raise \(C\) about 3.7 times and lower the standard deviation to about 0.22 V. With the parallel-plate value, one charge changes the potential by 9.05 mV. The standard deviation is \(\sqrt{0.4\times50\times0.00905}=0.425\) V. A simulation of random arrivals on 2000 such patches, all starting at zero potential, ended with a standard deviation of 0.428 V and a mean of 49.98 V.

## How far the neglected effects move the result

The estimates below keep the example's other parameters fixed and take one effect at a time. They are not meant to be added.

**Electron collection.** Since \(dV^*/dr=-D\), an increase of \(r\) by 0.1 lowers \(V^*\) by 5 V. A positive floor pulls electrons down, so \(r\) should depend on \(V\). To estimate this, let Maxwellian electrons of temperature \(T_e=4\) eV enter the mouth with the same flux as the ions. The field is uniform and the walls absorb. An electron with axial energy \(\varepsilon\) at the mouth crosses the depth \(d\) in the time

\[
t=\frac{2d}{\sqrt{2\varepsilon}+\sqrt{2(\varepsilon+V)}},
\]

which is the depth divided by the mean of the initial and final speeds. If it drifts sideways by \(\Delta\) in this time, a uniformly chosen starting point leaves it inside the width \(w\) with probability \(1-|\Delta|/w\), or zero if \(|\Delta|>w\). The ratio \(r(V)\) is the average over the Gaussian sideways velocity and over \(\varepsilon\), which has weight \(e^{-\varepsilon/T_e}/T_e\) in the flux.

At \(V=0\) the paths are straight. Electrons at angle \(\theta\) to the axis, seen in the trench cross-section, carry the weight \(\tfrac12\cos\theta\,d\theta\). With \(A=d/w\) and \(\tan\theta_m=1/A\),

\[
r(0)=\int_0^{\theta_m}(\cos\theta-A\sin\theta)\,d\theta=\sqrt{1+A^2}-A .
\]

For \(A=2\) this is 0.236. At \(V=50\) V the average rises to 0.530. The assumed 0.4 is therefore not consistent with this electron model at the potential it produces. Solving \(V=E_2-r(V)D\) gives \(r=0.514\) and a floor potential of 44.3 V.

**Sidewalls.** A potential that depends only on depth requires the walls to follow the same profile. As a contrasting case, hold both walls at zero potential and keep the floor an equipotential. Computed trajectories in the resulting two-dimensional field show that at \(V=50\) V only 16.5% of the ions land. Energy conservation would allow 40%, so more than half of the sufficiently energetic ions are deflected and miss the floor. The floor balances \(r=0.4\) at about 35 V. This is the largest shift found here. It belongs to one choice of wall potential and is not a bound.

**Ion distribution.** If the ions have a transverse temperature of 0.05 eV, some drift into the walls, and the balance moves to 49.0 V. A higher transverse temperature would lower it further. The shape of the energy distribution also matters, and in this example it has a larger effect than a transverse temperature of 0.05 eV. Suppose \(E=\tfrac12(E_1+E_2)+\tfrac12D\sin\theta\) with \(\theta\) uniform, which piles up ions at both ends of the range. The fraction above \(V\) is \(\tfrac12-\tfrac1\pi\arcsin y\), where \(y\) is the distance of \(V\) from the centre in units of \(D/2\). Setting this equal to \(r\) gives \(y=\cos\pi r\), and the floor potential is \(45+25\cos(0.4\pi)=52.7\) V.

**Film.** The field in the film is 50 V over 500 nm, or 1 MV/cm, a tenth of a rough breakdown field of 10 MV/cm. Tunnelling through a 3 eV barrier is negligible at this field. Ohmic leakage carries positive charge away and acts like an increase of \(r\). A leakage of 1% of the aimed ion current lowers \(V^*\) by 0.5 V, and at this field it corresponds to a resistivity of \(6.2\times10^{10}\) Ω cm.

**Gas and space charge.** At 10 mTorr and 300 K, with a cross-section of \(10^{-14}\) cm², the chance of a collision on the way down and back is \(6.4\times10^{-4}\). For ions of mass 40 u, the potential due to their own charge in the trench is below 1 mV.

## Beside a real process

The parameters lie in the rough range of low-pressure, inductively coupled plasmas with an rf-biased wafer, where pressures are of order 10 mTorr and electron temperatures a few eV. Other processes can differ widely: ion energies can reach hundreds of eV, and trenches can be much narrower and deeper in proportion. Real structures also break the assumption of a depth-only potential, because walls and floor charge point by point. In the contrasting case above, changing the wall potential alone moved the balance from 50 V to about 35 V. The value of 50 V is thus a property of the one-dimensional model with \(r\) fixed, not a prediction for a particular trench. The numerical output below lists the inputs and results.

## Table of computed values

```
Ion energy range: 20 to 70 eV; width 50 eV
Electron-to-ion flux ratio r: 0.40
Trench width, depth: 500, 1000 nm
Film thickness: 500 nm; permittivity 4.0
Ion flux: 1.0e+16 per cm2 per s
Ion current density: 1.602 mA/cm2
FLOOR POTENTIAL V*: 50.00 V = 1.8375 a.u.
Rejected ion fraction: 0.600
V* from flights, linear profile: 49.99 V
V* from flights, quadratic profile: 49.99 V
Flights at r=0.15: 62.49 V; formula 62.50 V
Flights at r=0.80: 29.99 V; formula 30.00 V
Mean landing energy from flights: 10.00 eV
Landed fraction with interior barrier: 0.275
Height of that barrier: 56.25 V
Film capacitance: 7.083 nF/cm2
Film charge at V*: 0.354 uC/cm2
End of linear rise: 0.147 ms
Relaxation time: 0.221 ms
Time to 99 percent of V*: 1.052 ms
Integrated potential at that time: 49.500 V
Potential step per charge on patch: 9.05 mV
Patch fluctuation, formula: 0.425 V
Patch fluctuation, simulated: 0.428 V
Patch mean, simulated: 49.98 V
Change of V* for r larger by 0.1: -5.00 V
Neglected effects, each taken alone:
Electron temperature: 4.0 eV
Electron ratio, shading only: 0.236
Electron ratio with trench field at V*: 0.530
Self-consistent ratio: 0.514
Self-consistent floor potential: 44.31 V
Zero-potential walls, landed fraction at V*: 0.165
Zero-potential walls, balancing potential: 34.8 V
Ion transverse temperature: 0.05 eV
Balancing potential with warm ions: 48.99 V
Balancing potential, arcsine energies: 52.73 V
Film field: 1.00 MV/cm
Rough breakdown field: 10 MV/cm
Tunnel barrier: 3.0 eV; mass 0.5 m_e
Electron supply for tunnelling: 1e+31 per cm2 per s
log10(tunnelling flux / ion flux): -94
Resistivity for 1 percent leakage: 6.2e+10 ohm cm
Change of V* for that leakage: -0.50 V
Gas: 10 mTorr, 300 K
Collision cross-section: 1e-14 cm2
Ion mean free path: 0.31 cm
Collision probability, down and back: 6.4e-04
Ion mass for space charge: 40 u
Bound on ion space-charge potential: 0.74 mV
Trench-gap / film capacitance: 0.125
```
